# Critical coupling and non-monotonic readout of a phase-change microring, part 1

(Sections cited here and not found follow in the second part.)

## First half: readout at resonance

### Two memory states with one reading

A microring carries a short patch of phase-change material, 4 µm long. With 8.7 % of the patch length crystallised, the ring transmits 0.23 of the light at its resonance. With the whole patch crystallised, it again transmits 0.23. Between these two states, at 32 % crystallised, the calculated transmission is zero.

The patch absorbs a larger fraction of the light passing through it at each step of this sequence. The transmitted power nevertheless falls first and rises afterwards. The reason is interference. The detector sees light that went straight past the ring together with light that has been inside it, and the patch controls the second contribution alone.

These numbers belong to a model ring. Its parameters are rough typical values for a dielectric microring with a thin chalcogenide patch, read near 1550 nm. They do not describe one particular material.

### The coupler

The ring has one bus waveguide, which is the all-pass arrangement. Both guides carry a single mode. Fields vary in time as $e^{-i\omega t}$, so a forward wave varies along its path $s$ as $e^{i\beta s}$, and a positive imaginary part of $\beta$ means absorption. Amplitudes are scaled so that their squared moduli are powers. The incoming bus amplitude is set to 1.

Let $b_1$ be the amplitude leaving along the bus, $b_2$ the amplitude entering the ring at the coupler, and $a_2$ the amplitude that returns to the coupler after one trip. The coupler obeys

$$b_1=t+i\kappa a_2,\qquad b_2=i\kappa+t a_2 .$$

Here $t$ is the amplitude for staying in the same guide and $\kappa$ the amplitude for crossing, both real, with $0<t<1$. A lossless coupler must conserve power for every pair of inputs. For inputs $a_1$ and $a_2$, the outgoing power is

$$|ta_1+i\kappa a_2|^2+|i\kappa a_1+ta_2|^2=(t^2+\kappa^2)(|a_1|^2+|a_2|^2).$$

The cross terms have cancelled. In the first square they are $2\,\mathrm{Re}(t a_1^* i\kappa a_2)$, and in the second $2\,\mathrm{Re}(-i\kappa a_1^* t a_2)$. The factor $i$ on the crossing amplitude produces this cancellation. Power conservation then requires

$$t^2+\kappa^2=1 .$$

### Closing the ring

One trip multiplies the field by $z=ae^{i\varphi}$, where $a$ is the round-trip amplitude factor, $0<a<1$, and $\varphi$ is the round-trip phase. Reflections inside the ring are neglected for now, so light circulates in one direction. Then $a_2=zb_2$. The second coupler equation becomes

$$b_2=i\kappa+tzb_2\quad\Longrightarrow\quad b_2=\frac{i\kappa}{1-tz}.$$

Substitution into the first gives

$$b_1=t+i\kappa z\,\frac{i\kappa}{1-tz}=t-\frac{\kappa^2z}{1-tz}
=\frac{t-t^2z-\kappa^2z}{1-tz}.$$

Since $t^2+\kappa^2=1$, the numerator is $t-z$, and

$$b_1=\frac{t-ae^{i\varphi}}{1-tae^{i\varphi}} .$$

The middle form shows the physics. Because $|tz|<1$, the fraction $1/(1-tz)$ is the geometric series $1+tz+(tz)^2+\dots$. The output is therefore the direct wave $t$ minus a sum over waves that left the ring after one, two, three or more trips. The minus sign comes from two crossings, $(i\kappa)^2=-\kappa^2$.

The transmitted fraction of the power is $T=|b_1|^2$. From $|t-z|^2=t^2+a^2-2ta\cos\varphi$ and the corresponding expansion of $|1-tz|^2$,

$$T=\frac{t^2+a^2-2ta\cos\varphi}{1+t^2a^2-2ta\cos\varphi}.$$

### Where the missing power goes

Subtract this expression from 1. The cosine terms cancel in the numerator, leaving $1+t^2a^2-t^2-a^2$, which factorises:

$$1-T=\frac{(1-a^2)(1-t^2)}{1+t^2a^2-2ta\cos\varphi}=(1-a^2)|b_2|^2 .$$

The last step uses $|b_2|^2=\kappa^2/|1-tz|^2$. The power missing from the bus equals the circulating power $|b_2|^2$ times the fraction $1-a^2$ lost in one trip.

For fixed $a$ and $t$, the denominator is smallest when $\cos\varphi=1$. The transmission is then lowest, which defines resonance. In this half the laser is assumed to follow the resonance as the patch changes, so $\varphi$ stays at a multiple of $2\pi$. This will be called tracked readout.

### Overcoupled and undercoupled rings

At resonance $z=a$, and

$$T=\left(\frac{t-a}{1-ta}\right)^2 .$$

The direct wave has amplitude $t$. The wave coming out of the ring has the opposite sign and the size $a(1-t^2)/(1-ta)$. It is the larger of the two when

$$a-at^2>t-t^2a,\qquad\text{that is, when } a>t .$$

A ring with $a>t$ is called overcoupled. Its coupler takes out a fraction $1-t^2$ of the power that returns to it, and this exceeds the fraction $1-a^2$ lost to absorption and scattering in one trip. A ring with $a<t$ is undercoupled, and its direct wave is the larger. At $a=t$, critical coupling, the two waves are equal and opposite. Nothing continues along the bus, and all the input power is dissipated in the ring.

### How the transmission responds to loss

Write $f=(t-a)/(1-ta)$, so that $T=f^2$. The quotient rule at fixed $t$ gives

$$\frac{df}{da}=\frac{-(1-ta)+t(t-a)}{(1-ta)^2}=-\frac{1-t^2}{(1-ta)^2},$$

because the two terms $ta$ and $-ta$ in the numerator cancel. Hence

$$\frac{dT}{da}=2f\frac{df}{da}=-\frac{2(1-t^2)(t-a)}{(1-ta)^3}.$$

Apart from the leading minus sign, every factor except $t-a$ is positive. In an overcoupled ring $t-a<0$, so $dT/da>0$. Added loss lowers $a$ and therefore lowers $T$. In an undercoupled ring $dT/da<0$, and added loss raises $T$. The slope changes sign at $a=t$, where $T=0$.

The limits agree with this picture. As $a\to1$ with $t$ fixed, nothing is absorbed and $T\to1$. As $a\to0$, nothing returns from the ring and $T\to t^2$, the power passed by the coupler alone.

### What the patch adds

It is convenient to write $a=e^{-A}$ and $t=e^{-\Gamma}$, where $A$ and $\Gamma$ are positive. Overcoupling then means $A<\Gamma$.

Let $\alpha_a$ and $\alpha_c$ be the power attenuation coefficients of the guided mode under amorphous and crystalline material. Power decays as $e^{-\alpha s}$ and amplitude as $e^{-\alpha s/2}$. Let $x$ be the crystallised fraction of the patch length $L$. Attenuation factors of successive sections multiply, so their exponents add:

$$A(x)=A_{\rm ring}+\tfrac12L\left[\alpha_a(1-x)+\alpha_cx\right]=A_a+(A_c-A_a)x .$$

Here $A_{\rm ring}$ is the loss of the bare part of the ring. The subscripted values $A_a=A(0)$ and $A_c=A(1)$ belong to the fully amorphous and fully crystalline patch.

The sign of $dT/da$ now settles the question. With $t$ held fixed and the resonance tracked, $T$ falls to zero and then rises if

$$A_a<\Gamma<A_c .$$

If $\Gamma\ge A_c$, the ring does not pass beyond critical coupling and $T$ falls throughout. If $\Gamma\le A_a$, it starts critical or undercoupled and $T$ rises throughout. Initial overcoupling is thus necessary for the turn but not sufficient: the crystalline patch must also supply enough loss.

The linear form of $A(x)$ is not needed for this conclusion. Any continuous, strictly increasing $A(x)$ with the same end values gives the same sequence. The linear form fixes where the turn occurs. Setting $A(x)=\Gamma$,

$$x_{\rm crit}=\frac{\Gamma-A_a}{A_c-A_a}.$$

### The example in numbers

The ring has a radius of 60 µm and a circumference of 376.99 µm. The coupler has $t=0.85$, so $1-t^2=0.2775$ and $\Gamma=-\ln0.85=0.1625$. The bare ring loses 2 dB/cm. The mode loses 0.02 dB/µm under amorphous material and 1 dB/µm under crystalline material.

A power loss of $D$ decibels is a factor $10^{-D/10}$ in power. Its contribution to $A$ is half the corresponding exponent, $D\ln10/20=0.1151D$. The bare part, 373 µm long, loses 0.0746 dB, so $A_{\rm ring}=0.0086$. The amorphous patch adds 0.08 dB and the crystalline patch 4 dB. Thus

$$A_a=0.0178,\qquad A_c=0.4691,$$

or $a=0.9824$ and $a=0.6256$ at the two ends. The coupler value 0.85 lies between them, and

$$x_{\rm crit}=\frac{0.1625-0.0178}{0.4691-0.0178}=0.321 .$$

The resonant formula gives the tracked transmission:

| $x$ | $a$ | $T$ |
|---|---|---|
| 0 | 0.982 | 0.644 |
| 0.1 | 0.939 | 0.194 |
| 0.2 | 0.898 | 0.040 |
| 0.321 | 0.850 | 0 |
| 0.5 | 0.784 | 0.039 |
| 0.75 | 0.700 | 0.137 |
| 1 | 0.626 | 0.230 |

The energy relation explains the rise in the lower rows. In the amorphous state the circulating power is $0.2775/(1-0.85\times0.9824)^2\approx10.2$ times the input, and a trip removes 3.5 % of it. The product is 0.36 of the input. At critical coupling the circulating power is $1/0.2775\approx3.6$ times the input, a trip removes 27.75 %, and the product is 1. In the crystalline state a trip removes 61 %, but the circulating power is only about 1.27 times the input, and the product is 0.77. Past critical coupling, the extra absorption per trip no longer makes up for the smaller amount of light in the ring.

Near the minimum the reading is insensitive to the stored state. For $a$ close to $t$, the denominator $1-ta$ is close to $1-t^2$, and

$$T\approx\left(\frac{a-t}{1-t^2}\right)^2 .$$

This stays below 0.01 while $|a-t|<0.028$. Since $|\delta A|\approx|\delta a|/t$, that corresponds to a change in $x$ of roughly 0.07 on either side of $x_{\rm crit}$. The full formula gives 0.066 below and 0.081 above.

### Which states share a reading

Define

$$q=\frac{1-a}{1+a},\qquad g=\frac{1-t}{1+t},$$

so that $a=(1-q)/(1+q)$ and $t=(1-g)/(1+g)$. Over the common denominator $(1+g)(1+q)$, the numerators of $t-a$ and $1-ta$ are

$$(1-g)(1+q)-(1-q)(1+g)=2(q-g),$$
$$(1+g)(1+q)-(1-g)(1-q)=2(q+g).$$

Therefore

$$T=\left(\frac{q-g}{q+g}\right)^2 .$$

Replacing $q$ by $g^2/q$ turns $(q-g)/(q+g)$ into $(g-q)/(g+q)$. The sign changes and the square does not. Two states on opposite sides of critical coupling therefore read alike when $qq'=g^2$.

For the fully crystalline state, $q=0.3744/1.6256=0.2303$, while $g=0.15/1.85=0.0811$. Its partner has $q'=0.0811^2/0.2303=0.0285$. This gives $a'=0.9445$, $A'=0.0571$ and

$$x'=\frac{0.0571-0.0178}{0.4513}=0.087 .$$

This is the pair of states in the opening paragraph. Readings between 0 and 0.230 have two possible origins in this example. Readings above 0.230, up to 0.644, have one.

The output fields of the pair do differ. At $x=0.087$ the field is $-0.479$ times the input, and at $x=1$ it is $+0.479$ times the input. A phase-sensitive detector could separate them, whereas a power detector cannot.

For power detection over the full range of $x$, tracked readout is monotonic if $t\le0.6256$ or $t\ge0.9824$, with the losses of this example held fixed. The resonant formula is symmetric in $a$ and $t$, so both limiting designs span the same range. At $t=0.6256$ the reading falls from $[(0.9824-0.6256)/(1-0.9824\times0.6256)]^2=0.86$ to zero. At $t=0.9824$ it rises from zero to 0.86.

## Second half: a laser that stays where it is

### Symbols and results carried over

The coupler has straight-through amplitude $t=e^{-\Gamma}$. One trip round the ring multiplies the field by $e^{-A}e^{i\varphi}$, and the transmitted power fraction is

$$T=\frac{t^2+a^2-2ta\cos\varphi}{1+t^2a^2-2ta\cos\varphi},\qquad a=e^{-A}.$$

The loss $A$ rises linearly from $A_a=0.0178$ to $A_c=0.4691$ as the crystallised length fraction $x$ goes from 0 to 1. The coupler has $\Gamma=0.1625$. With $\varphi=0$ maintained by tracking, $T$ starts at 0.644, vanishes at $x_{\rm crit}=0.321$, where $A=\Gamma$, and ends at 0.230.

Crystallisation also changes the real part of the modal index. This moves the resonance, and a laser of fixed wavelength does not follow it.

### How far the resonance moves

Let $\Delta n$ be the increase of the modal index from amorphous to crystalline patch, here 0.06. Resonance of order $m$ requires the optical path round the ring to equal $m\lambda$. Write $L_r$ for the circumference and $n(\lambda)$ for the bare modal index. For a small change $dx$ at fixed $m$,

$$L_r\frac{dn}{d\lambda}\,d\lambda+\Delta n\,L\,dx=m\,d\lambda .$$

The patch is short, so $m\approx nL_r/\lambda$. Collecting the terms in $d\lambda$ gives

$$\left(n-\lambda\frac{dn}{d\lambda}\right)\frac{L_r}{\lambda}\,d\lambda=\Delta n\,L\,dx .$$

The bracket is the group index $n_g$, here 2.00. Full crystallisation therefore shifts the resonance by about

$$\Delta\lambda=\frac{\lambda\,\Delta n\,L}{n_gL_r}
=\frac{1550\times0.06\times4}{2.00\times377}\ \text{nm}=0.49\ \text{nm}.$$

To judge this shift, compare phases. At fixed wavelength the patch adds

$$\varphi_{\rm full}=\frac{2\pi}{\lambda}\Delta n\,L=0.973\ \text{rad}.$$

The resonance has half its depth where the denominator of $T$ has doubled from its value at $\varphi=0$. With $1-\cos\varphi\approx\varphi^2/2$, this happens at $\varphi\approx(1-ta)/\sqrt{ta}$, which is 0.18 rad for the amorphous state. The patch moves the resonance by more than five such half-widths. The resonance broadens as the loss rises, to a half-width of 0.33 rad at critical coupling and 0.65 rad in the crystalline state, but the full shift is still 1.5 times the latter. Detuning cannot be treated as a small correction here.

With the laser tracking the resonance, the transmission falls to zero and rises again if $A_a<\Gamma<A_c$, but in the example crystallisation also moves the resonance too far for detuning to count as a small correction. It remains to find what a laser of fixed wavelength reads, and how temperature, reflections, edge scattering and heating by the read light affect the results.
